\section*{Fourth-order skew scattering from Gaussian disorder in massive Dirac bands}

\section{The model and the lowest orders}

\textbf{Q.} Gaussian disorder is as often attractive as repulsive. How can it make left and right turns unequally likely?

\textbf{A.} A preference odd in the potential does average out, but one of fourth order need not. Take a two-dimensional massive Dirac electron,
\begin{equation}
H=v(k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z+V(\mathbf r),\qquad
\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r'),
\end{equation}
with $\langle V\rangle=0$, no higher cumulants, and $\gamma=n_iV_0^2$ for impurities of density $n_i$ and strength $V_0$. The temperature is zero, the Fermi energy is $\varepsilon>\Delta>0$, and the carrier charge is $-e$. I set $\hbar=v=1$ until the final formulas.

Let $k$ be the Fermi momentum, $c=\Delta/\varepsilon$ and $s=k/\varepsilon$, so $c^2+s^2=1$. A state at angle $\phi$ on the Fermi circle has spin direction $\mathbf n=(s\cos\phi,s\sin\phi,c)$ and projector $P=(1+\mathbf n\cdot\boldsymbol\sigma)/2$. Primes mark the final state, and $\chi=\phi'-\phi$. For area $A$, write the rate $\mathbf k\to\mathbf k'$ as $(2\pi/A)B(\chi)\delta(\varepsilon'-\varepsilon)$, where $B$ is the averaged $|T|^2$ with one factor $1/A$ removed and
\begin{equation}
T=T_1+T_2+T_3+\dots=V+VGV+VGVGV+\dots
\end{equation}
Here $G$ is the clean retarded Green function. Second order gives
\begin{equation}
B_s=\gamma\operatorname{tr}[P'P]=\tfrac{\gamma}{2}(1+c^2+s^2\cos\chi),
\end{equation}
which is even in $\chi$. Third order contains three factors of $V$ and averages to zero.

\textbf{Q.} What must a fourth-order term have in order to be odd in $\chi$?

\textbf{A.} Each term is an integral of $\operatorname{Re}(tF)$, where $t$ is a spinor trace and $F$ a product of energy denominators. Exchanging $\mathbf k$ and $\mathbf k'$ reverses the order of the matrices, so $t\to t^*$, while $F$ is unchanged after relabelling the integration momenta. The odd part is therefore
\begin{equation}
-\operatorname{Im}t\,\operatorname{Im}F. \label{odd}
\end{equation}
From $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$, $\operatorname{Im}F$ needs one state on shell and one off shell. The off-shell state is the virtual one.

\section{Pairings without crossing}

\textbf{Q.} Which pairings are there?

\textbf{A.} Label the factors by momentum transfer:
\begin{equation}
T_2:\ V_{\mathbf k'-\mathbf q}V_{\mathbf q-\mathbf k},\qquad
T_3:\ V_{\mathbf k'-\mathbf q}V_{\mathbf q-\mathbf p}V_{\mathbf p-\mathbf k}.
\end{equation}
Paired transfers must add to zero. In $|T_2|^2$, with $\mathbf q'$ the momentum in $T_2^*$, this gives $\mathbf q'=\mathbf q$ (ladder) or $\mathbf q'=\mathbf k+\mathbf k'-\mathbf q$ (crossed). In $2\operatorname{Re}T_1^*T_3$, the factor $V_{\mathbf k-\mathbf k'}$ from $T_1^*$ pairs with the first factor of $T_3$ ($\mathbf q=\mathbf k$), the last ($\mathbf p=\mathbf k'$), or the middle one ($\mathbf q-\mathbf p=\mathbf k'-\mathbf k$, crossed).

\textbf{Q.} In the ladder both intermediate momenta coincide. Is that not just two successive real collisions, which the Boltzmann equation already counts?

\textbf{A.} It is, when both amplitudes use the upper band. That trace, $\operatorname{tr}[P'P_{\mathbf q}PP_{\mathbf q}]$, is a product of squared overlaps, hence real, and has no odd part. The amplitudes may instead use different bands. With $P^-_{\mathbf q}=1-P_{\mathbf q}$, the two mixed terms are complex conjugates and add to
\begin{equation}
2\operatorname{Re}\frac{t}{(\varepsilon-\varepsilon_q+i0)(\varepsilon+\varepsilon_q)},\qquad
t=\operatorname{tr}[P'P_{\mathbf q}PP^-_{\mathbf q}].
\end{equation}
By \eqref{odd} the odd part is $2\pi\delta(\varepsilon-\varepsilon_q)\operatorname{Im}t/(2\varepsilon)$. The density of states is $N=\varepsilon/2\pi$, so integrating over $\mathbf q$ gives $\frac{\gamma^2}{2}\langle\operatorname{Im}t\rangle$, an average over the Fermi circle.

Inserting $P^-_{\mathbf q}=1-P_{\mathbf q}$ and dropping the real trace leaves $\operatorname{Im}\operatorname{tr}[P'P_{\mathbf q}P]$. Since $\operatorname{tr}[\sigma_i\sigma_j\sigma_l]=2i\epsilon_{ijl}$ and the projectors supply $1/8$,
\begin{equation}
\langle\operatorname{Im}t\rangle=\tfrac14\mathbf n'\cdot(\langle\mathbf n_{\mathbf q}\rangle\times\mathbf n)
=\tfrac c4\,\hat{\mathbf z}\cdot(\mathbf n\times\mathbf n')=\tfrac14cs^2\sin\chi,
\end{equation}
because $\langle\mathbf n_{\mathbf q}\rangle=c\hat{\mathbf z}$. The ladder gives $\frac18\gamma^2cs^2\sin\chi$.

\textbf{Q.} And the pairings with $\mathbf q=\mathbf k$ or $\mathbf p=\mathbf k'$? There the Green function sits on its pole.

\textbf{A.} For $\mathbf q=\mathbf k$ the term is $2\gamma\operatorname{Re}\operatorname{tr}[P'G(\mathbf k)\Sigma P]$, with $\Sigma=\gamma\int\!\frac{d^2p}{(2\pi)^2}G(\mathbf p)$. The singular upper-band part multiplies $\operatorname{tr}[P'P]\langle u|\Sigma|u\rangle$. This is even in $\chi$ however the pole is regularized, since by rotation symmetry $\Sigma$ contains only $1$ and $\sigma_z$. The lower-band part of $G(\mathbf k)$ is $P^-/(2\varepsilon)$.

The Hermitian part of $\Sigma$ gives the real part of a trace, which is even. For white noise it grows as the logarithm of a momentum cutoff $\Lambda$ and shifts $\Delta/\varepsilon$ by a relative amount of order $\gamma\ln(\Lambda/k)$, a correction of higher order. The anti-Hermitian part is $-i\pi\gamma NM$, with $M=\langle P_{\mathbf q}\rangle=(1+c\sigma_z)/2$. Hence the odd part is
\begin{equation}
2\gamma\operatorname{Re}\frac{-i\pi\gamma N}{2\varepsilon}\operatorname{tr}[P'P^-MP]
=\frac{\gamma^2}{2}\operatorname{Im}\operatorname{tr}[P'MP]
=\frac{\gamma^2}{8}cs^2\sin\chi,
\end{equation}
using $\pi N/\varepsilon=1/2$ and the reality of $\operatorname{tr}[P'PMP]$. For $\mathbf p=\mathbf k'$ the trace is $\operatorname{tr}[P'MP'^-P]$. Writing $P'^-=1-P'$ again leaves $\operatorname{tr}[P'MP]$ plus a real term, so the result is the same. Together,
\begin{equation}
B_a^{\rm nc}=\tfrac38\gamma^2cs^2\sin\chi. \label{nc}
\end{equation}
This part comes entirely from interband virtual states. With the lower band removed, it vanishes.

\section{Pairings with crossing}

\textbf{Q.} Crossed diagrams are usually small when the mean free path is long. May we stop here?

\textbf{A.} No. The result \eqref{nc} is itself of order $\gamma^2$, and so are the crossed pairings. Write
\begin{equation}
G(\mathbf q)=\frac{\varepsilon+h_{\mathbf q}}{d_{\mathbf q}+i0},\qquad
h_{\mathbf q}=\mathbf q\cdot\boldsymbol\sigma+\Delta\sigma_z,\qquad d_{\mathbf q}=k^2-q^2,
\end{equation}
which contains both bands. For the crossed part of $|T_2|^2$,
\begin{equation}
t=\operatorname{tr}[P'(\varepsilon+h_{\mathbf q})P(\varepsilon+h_{\mathbf q'})],\qquad
F=\frac1{(d_{\mathbf q}+i0)(d_{\mathbf q'}-i0)}.
\end{equation}
Thus $\operatorname{Im}F=-\pi\delta(d_{\mathbf q})\mathcal P/d_{\mathbf q'}+\pi\delta(d_{\mathbf q'})\mathcal P/d_{\mathbf q}$. Swapping $\mathbf q$ and $\mathbf q'$ reverses $\operatorname{Im}t$, so both terms contribute equally. With $\int d^2q\,\delta(k^2-q^2)=\frac12\int d\alpha$,
\begin{equation}
B_a^{\times}=2\pi\gamma^2\!\int\!\frac{d^2q}{(2\pi)^2}\,\delta(d_{\mathbf q})\frac{\operatorname{Im}t}{d_{\mathbf q'}}
=\frac{\gamma^2}{4\pi}\int_0^{2\pi}\!d\alpha\,\frac{\operatorname{Im}t}{d_{\mathbf q'}}. \label{cross}
\end{equation}

Put $x$ along $\mathbf k+\mathbf k'$, and let $C=\cos(\chi/2)$, $S=\sin(\chi/2)$. Then $\mathbf n=(sC,-sS,c)$, $\mathbf n'=(sC,sS,c)$ and
\begin{equation}
\mathbf n\times\mathbf n'=(-2csS,\,0,\,2s^2SC).
\end{equation}
Let $\mathbf a=(\mathbf q,\Delta)$ and $\mathbf b=(\mathbf q',\Delta)$. Traces of two or four Pauli matrices are real here, so only the triple products survive:
\begin{equation}
\operatorname{Im}t=\tfrac12\big[\varepsilon(\mathbf a-\mathbf b)\cdot(\mathbf n\times\mathbf n')+(\mathbf n'-\mathbf n)\cdot(\mathbf a\times\mathbf b)\big].
\end{equation}
On shell, $\mathbf q=k(\cos\alpha,\sin\alpha)$ and $\mathbf q'=(2kC-k\cos\alpha,-k\sin\alpha)$. The first term in the bracket is $-4\varepsilon cskS(\cos\alpha-C)$. In the second, $\mathbf n'-\mathbf n=2sS\hat{\mathbf y}$ and $(\mathbf a\times\mathbf b)_y=-2\Delta k(\cos\alpha-C)$. Since $\varepsilon c=\Delta$, the two terms are equal. With $\Delta s=ck$,
\begin{align}
\operatorname{Im}t&=-4ck^2S(\cos\alpha-C),\\
d_{\mathbf q'}&=k^2-(4k^2C^2-4k^2C\cos\alpha+k^2)=4k^2C(\cos\alpha-C).
\end{align}
The ratio is $-c\tan(\chi/2)$ for every $\alpha$, and \eqref{cross} gives
\begin{equation}
B_a^{\times}=-\tfrac12\gamma^2c\tan(\chi/2). \label{x}
\end{equation}

\textbf{Q.} That diverges at backscattering.

\textbf{A.} There $\mathbf k+\mathbf k'\to0$, and the two intermediate states approach the shell together. Perturbation theory with infinite lifetimes fails once $|\mathbf k+\mathbf k'|$ is comparable to the inverse mean free path. The truncated rate cannot be read as a probability even somewhat earlier: for $\gamma\ll c^2$, $B_s\approx\gamma c^2$ and $B_a\approx-\gamma^2c/(\pi-\chi)$ just below $\chi=\pi$, so $B_s+B_a$ is negative for $\pi-\chi\lesssim\gamma/c$. In the example below this is $0.03$ rad, about six times $1/(k\ell)$ with $\ell$ the mean free path. Transport needs only the average of $B_a\sin\chi$, and $\tan(\chi/2)\sin\chi=1-\cos\chi$ is finite, so for weak disorder this narrow window does not affect the leading result.

\textbf{Q.} One crossed pairing remains, in $2\operatorname{Re}T_1^*T_3$.

\textbf{A.} Now $\mathbf p=\mathbf q-\mathbf K$ with $\mathbf K=\mathbf k'-\mathbf k=2kS\hat{\mathbf y}$, and both denominators are retarded. With $\mathbf b=(\mathbf p,\Delta)$, the trace $t=\operatorname{tr}[P'(\varepsilon+h_{\mathbf q})(\varepsilon+h_{\mathbf p})P]$ has
\begin{equation}
\operatorname{Im}t=\tfrac12\big[\varepsilon(\mathbf a+\mathbf b)\cdot(\mathbf n\times\mathbf n')+(\mathbf n+\mathbf n')\cdot(\mathbf a\times\mathbf b)\big].
\end{equation}
We have $\mathbf n+\mathbf n'=(2sC,0,2c)$, $(\mathbf a\times\mathbf b)_x=2\Delta kS$ and $(\mathbf a\times\mathbf b)_z=-2kSq_x$. Each term in the bracket equals $-4ckS(q_x-kC)$, and so does $\operatorname{Im}t$. For $\mathbf q$ on shell, $d_{\mathbf p}=2\mathbf q\cdot\mathbf K-K^2=4k^2S(\sin\alpha-S)$, and the integral required is
\begin{equation}
-c\,\mathcal P\!\!\int_0^{2\pi}\!d\alpha\,\frac{\cos\alpha-C}{\sin\alpha-S}=0.
\end{equation}
The $\cos\alpha$ part is odd under $\alpha\to\pi-\alpha$. For the constant part, put $\beta=\chi/2$ and use
\begin{equation}
\frac1{\sin\alpha-\sin\beta}=\frac1{2\cos\beta}\Big[\cot\frac{\alpha-\beta}2+\tan\frac{\alpha+\beta}2\Big].
\end{equation}
Each term is periodic and odd about its pole, so its principal value is zero. With $\mathbf p$ on shell instead, $q_x=p_x$ and $d_{\mathbf q}=-4k^2S(\sin\alpha+S)$. The change $\alpha\to-\alpha$ restores the same integral. This pairing contributes nothing odd.

\section{From the rate to the Hall current}

\textbf{Q.} A rate of order $\gamma^2$ should disappear as the sample gets cleaner. Why does its Hall conductivity survive?

\textbf{A.} The deflection accumulated over one transport time $\tau$ does shrink in proportion to $\gamma$, but the longitudinal current it deflects grows as $1/\gamma$. Angular averages of the rate give
\begin{align}
\frac1\tau&=\varepsilon\langle B_s(1-\cos\chi)\rangle
=\varepsilon\gamma\Big[\frac{1+c^2}2-\frac{s^2}4\Big]=\frac{\gamma D}{4\varepsilon},\qquad D=\varepsilon^2+3\Delta^2,\\
\frac1{\tau_\perp}&=\varepsilon\langle B_a\sin\chi\rangle
=\varepsilon\gamma^2c\Big[\frac{3s^2}{16}-\frac12\Big],
\end{align}
where the prefactor is $2\pi N=\varepsilon$. Acting on $e^{i\phi}$, scattering in minus scattering out is
\begin{equation}
\varepsilon\langle B(\chi)e^{-i\chi}-B(\chi)\rangle e^{i\phi}=-\Big(\frac1\tau+\frac i{\tau_\perp}\Big)e^{i\phi}.
\end{equation}
A field $E$ along $x$ exerts the force $-eE$. To first order in $\tau/\tau_\perp$, the steady change of occupation is
\begin{equation}
\delta f=-eE\,v_F\tau\,\delta(\varepsilon_k-\varepsilon)\Big[\cos\phi+\frac\tau{\tau_\perp}\sin\phi\Big],\qquad v_F=s.
\end{equation}
Multiplying by $-e$ and the velocity, and summing over states, gives $\sigma_{xx}=e^2Nv_F^2\tau/2$ and $\sigma_{yx}=\sigma_{xx}\tau/\tau_\perp$. Isotropy gives $\sigma_{xy}=-\sigma_{yx}$. Thus
\begin{equation}
\sigma_{xy}^{\rm sk}=-\frac{e^2}{2}\,\frac{\varepsilon s^2}{2\pi}\,\frac{16\varepsilon^2}{\gamma^2D^2}\,
\varepsilon\gamma^2c\Big[\frac{3s^2}{16}-\frac12\Big].
\end{equation}
The factors of $\gamma$ cancel. Restoring units, with $\kappa=\hbar vk$,
\begin{equation}
\sigma_{xy}^{\rm sk}=\frac{e^2}{h}\Big[-\frac{3\Delta\kappa^4}{2\varepsilon D^2}+\frac{4\varepsilon\Delta\kappa^2}{D^2}\Big]
=\frac{e^2}{h}\,\frac{\Delta\kappa^2(8\varepsilon^2-3\kappa^2)}{2\varepsilon D^2}. \label{final}
\end{equation}
The first term in the bracket comes from \eqref{nc}, the second from \eqref{x}. Neither $n_i$ nor $V_0$ remains.

\textbf{Q.} How does this compare with the intrinsic term?

\textbf{A.} That term needs no collisions. The field moves $k_x$ at the rate $-eE$ and mixes upper-band amplitude $ieE\langle+|\sigma_x|-\rangle/(4\varepsilon_q^2)$ into a lower-band state. The resulting current along $y$ is $(e^2E/2\varepsilon_q^2)\operatorname{Im}[\langle-|\sigma_y|+\rangle\langle+|\sigma_x|-\rangle]$, and this imaginary part is $\Delta/\varepsilon_q$. Where both bands are filled the contributions cancel, so only $q>k$ counts:
\begin{equation}
\sigma_{yx}^{\rm int}=e^2\!\int_k^\infty\!\frac{q\,dq}{2\pi}\frac{\Delta}{2\varepsilon_q^3}=\frac{e^2\Delta}{4\pi\varepsilon},
\qquad \sigma_{xy}^{\rm int}=-\frac{e^2}{h}\frac{\Delta}{2\varepsilon}.
\end{equation}
Both terms are of order $n_i^0$ for different reasons: one involves no scattering, the other a cancellation between $\tau^2$ and $1/\tau_\perp$.

\textbf{Q.} What happens at the two ends of the energy range?

\textbf{A.} For $\varepsilon\gg\Delta$, $\kappa\to\varepsilon$ and $D\to\varepsilon^2$. The two parts of \eqref{final} become $-3\Delta/2\varepsilon$ and $+4\Delta/\varepsilon$ in units of $e^2/h$, with sum $5\Delta/2\varepsilon$. Near the band bottom, $D\to4\Delta^2$ and they become $-3\kappa^4/32\Delta^4$ and $+\kappa^2/4\Delta^2$, so crossing dominates. This second limit still requires $\varepsilon-\Delta\gg\hbar/\tau$. All terms vanish as $\Delta\to0$ at fixed $\varepsilon$.

\section{Numbers and limits of validity}

\textbf{Q.} Show me the cancellation in a case.

\textbf{A.} Take round parameters: $\hbar v=0.4$ eV\,nm, $\varepsilon=100$ meV, $\Delta=40$ meV, $V_0=2$ eV\,nm$^2$ and $n_i=0.0005$ nm$^{-2}$. Then $c=0.40$, $s^2=0.84$, $D=14800$ meV$^2$, and the disorder strength is $g=\gamma/(\hbar v)^2=0.0005\times4/0.16=0.0125$. Here $n_i$ and $V_0$ serve only to set $\gamma$. The potential is taken to be Gaussian, which real point impurities this sparse, about 45 nm apart against a Fermi wavelength of 27 nm, would not produce. The rates are
\begin{align}
\hbar/\tau&=gD/4\varepsilon=0.0125\times14800/400=0.4625\ \text{meV},\\
\hbar/\tau_\perp&=\varepsilon g^2c(3s^2/16-1/2)=-0.00214\ \text{meV}.
\end{align}
Their ratio is $\tau/\tau_\perp=-0.00463$. With $\sigma_{xx}=90.81\,e^2/h$, this gives $\sigma_{xy}^{\rm sk}=90.81\times0.00463=0.420\,e^2/h$.

At four times the density, $\sigma_{xx}$ falls to $22.70\,e^2/h$ and the ratio grows to $-0.01851$. The product is again $0.420\,e^2/h$, or $16.3$ microsiemens. Solving the discretized collision operator with these leading-order rates gives the same value at both densities. Corrections of higher order in $g$, including those from the window near backscattering, are left out; they grow with the density. For cutoffs of 1 to 10 nm$^{-1}$ the Hermitian self-energy alone moves $c$ from $0.40$ to between $0.398$ and $0.394$ at the lower density and to between $0.391$ and $0.377$ at the higher. Corrections of a few per cent are therefore to be expected at the higher density, and the third digit of $0.420$ describes the leading term only.

\textbf{Q.} So is the effect interband or not?

\textbf{A.} The non-crossing part, $-0.193\,e^2/h$, is. The crossed part, $+0.614\,e^2/h$, is larger and reverses the sign. Splitting its contribution to $1/\tau_\perp$ by the band of the off-shell state gives a share of $1.009$ for the upper band and $-0.009$ for the lower. In this example, then, the larger part of the skew conductivity comes from virtual states in the same band. The mass is still needed: $\operatorname{Im}t$ is proportional to $c$ and vanishes at $\Delta=0$, when all spin directions lie in the plane.

The four pairing classes were also tested on a momentum grid, from explicit Green functions extrapolated to zero broadening. The numerical output lists the comparison. The pairing that should vanish comes out at no more than $0.0014\,\gamma^2/(\hbar v)^2$, within the tolerance of $0.004$ set for the crossed terms.

\textbf{Q.} May I add $0.420$ to the intrinsic $-0.200$ and compare with a measurement?

\textbf{A.} No. Side jump, the coordinate shift during a collision and its effect on the distribution, is also of order $n_i^0$ and is not computed here. Real point impurities also have higher cumulants: a third, of order $n_iV_0^3$, when one sign prevails, and a fourth, of order $n_iV_0^4$, even when both signs are equally common. Each can give an odd rate proportional to $n_i$, and since $\tau^2\propto n_i^{-2}$, a Hall conductivity proportional to $1/n_i$. For point impurities as sparse and strong as $n_i$ and $V_0$ in the example, such terms would outweigh \eqref{final}. At fixed $\gamma$ and $\varepsilon$ they fade as the impurities become many and weak. At fixed $n_i$ and $V_0$ they also shrink relative to \eqref{final} toward the band bottom, where the Fermi wavelength grows. Equation \eqref{final} is the leading skew term for weak, white-noise Gaussian disorder. A finite correlation length would weight the momentum transfers in each pairing differently and change its coefficients. The result is also for a single Dirac cone. In a material with time-reversal symmetry, the partner cone has the opposite Hall conductivity and the total vanishes.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Antisymmetric part of |T|^2, units gamma^2/(hbar v)^2:
 mass/energy = 0.6, chi = 1.0 rad
  ladder: grid 0.0404, formula 0.0404
  self-energy insertions: grid 0.0808, formula 0.0808
  crossed |T2|^2: grid -0.1639, formula -0.1639
  crossed T1*T3: grid 0.0002, formula 0.0000
 mass/energy = 0.3, chi = 2.2 rad
  ladder: grid 0.0276, formula 0.0276
  self-energy insertions: grid 0.0552, formula 0.0552
  crossed |T2|^2: grid -0.2948, formula -0.2947
  crossed T1*T3: grid 0.0014, formula 0.0000
Upper band only, mass/energy = 0.6, chi = 1.0 rad, same units:
  non-crossing sum: 0.0000
  crossed |T2|^2: grid -0.1573, angular -0.1573
Worked example:
hbar v = 0.4 eV nm, V0 = 2.0 eV nm^2
Fermi energy = 100 meV, mass term = 40 meV
hbar v k_F = 91.65 meV
c = 0.40, s^2 = 0.84
n_i = 0.0005 nm^-2: g = 0.0125
  hbar/tau = 0.4625 meV, tau = 1.423 ps
  hbar/tau_perp = -0.00214 meV
  tau/tau_perp = -0.00463
  sigma_xx = 90.81 e^2/h (solver 90.81)
  skew sigma_xy from solver = 0.4203 e^2/h
n_i = 0.0020 nm^-2: g = 0.0500
  hbar/tau = 1.8500 meV, tau = 0.356 ps
  hbar/tau_perp = -0.03425 meV
  tau/tau_perp = -0.01851
  sigma_xx = 22.70 e^2/h (solver 22.69)
  skew sigma_xy from solver = 0.4202 e^2/h
Hall conductivity sigma_xy from the formulas:
  non-crossing skew part = -0.1933 e^2/h
  crossed skew part = 0.6136 e^2/h
  total skew part = 0.4203 e^2/h = 16.28 microsiemens
  intrinsic part (integrated) = -0.2000 e^2/h
Share of crossed part by band of the off-shell state:
  same band = 1.0088
  other band = -0.0088
\end{verbatim}
